# Slater's average energy of a configuration, derived twice and checked on p³: a numerical check

```python
"""
Slater's average energy of a configuration (Hartree atomic units).

Result under test, for subshells i with q_i electrons:
  E_av = sum_i q_i I_i + sum_i q_i(q_i-1)/2 V_ii + sum_{i<j} q_i q_j V_ij
  V_ii = F0(ii) - (2l+1)/(4l+1) sum_{k>0} w_k(l,l) Fk(ii)
  V_ij = F0(ij) - 1/2 sum_k w_k(li,lj) Gk(ij)
I: one-electron energy; Fk, Gk: Slater radial integrals;
w_k(l,l') = 1/2 integral of P_l P_k P_l' over [-1,1] (Legendre polynomials).
Independent road: angular and radial integrals by quadrature, all Slater
determinants enumerated, Hamiltonian matrices diagonalized.
Orbitals: hydrogenic 2s, 2p, 3d with nuclear charge Z.
"""
from functools import lru_cache
from itertools import combinations, product
from math import factorial, sqrt
import numpy as np
from scipy.special import lpmv, eval_legendre
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j

Z = 8.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
N_OF = {"2s": 2, "2p": 2, "3d": 3}
L_OF = {"2s": 0, "2p": 1, "3d": 2}
SHAPE = {"2s": lambda r: r * (1 - Z * r / 2) * np.exp(-Z * r / 2),
         "2p": lambda r: r**2 * np.exp(-Z * r / 2),
         "3d": lambda r: r**3 * np.exp(-Z * r / 3)}

x_ang, w_ang = np.polynomial.legendre.leggauss(24)
x_rad, w_rad = np.polynomial.legendre.leggauss(200)
r_max = 96.0 / Z
r_nodes, r_weights = r_max * (x_rad + 1) / 2, r_max * w_rad / 2
x_t, w_t = np.polynomial.legendre.leggauss(80)
t_nodes, t_weights = (x_t + 1) / 2, w_t / 2
NORM = {s: 1 / sqrt(np.sum(r_weights * f(r_nodes)**2))
        for s, f in SHAPE.items()}


def radial(shell, r):
    return NORM[shell] * SHAPE[shell](r)


def one_electron(shell):
    return -Z**2 / (2 * N_OF[shell]**2)


@lru_cache(None)
def slater_integral(k, a, c, b, d):
    """Densities P_a P_c (electron 1) and P_b P_d (electron 2)."""
    inner = np.outer(r_nodes, t_nodes)      # smaller radius = t * larger one
    rho1 = radial(a, r_nodes) * radial(c, r_nodes)
    rho2 = radial(b, r_nodes) * radial(d, r_nodes)
    in1 = radial(a, inner) * radial(c, inner)
    in2 = radial(b, inner) * radial(d, inner)
    tk = t_weights * t_nodes**k
    return float(np.sum(r_weights * (rho1 * (in2 @ tk) + rho2 * (in1 @ tk))))


def polar(l, m):
    am = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - am) / factorial(l + am))
    value = norm * lpmv(am, l, x_ang)
    return value * (-1)**am if m < 0 else value


@lru_cache(None)
def c_coef(k, l, m, lp, mp):
    """sqrt(4 pi/(2k+1)) * integral of Y*_lm Y_k,m-mp Y_lp,mp."""
    if abs(m - mp) > k:
        return 0.0
    return float(sqrt(2 / (2 * k + 1)) * np.sum(
        w_ang * polar(l, m) * polar(k, m - mp) * polar(lp, mp)))


def w_coef(k, l, lp):
    return float(0.5 * np.sum(w_ang * eval_legendre(l, x_ang)
                 * eval_legendre(k, x_ang) * eval_legendre(lp, x_ang)))


def coulomb(a, b, c, d):
    """<ab|1/r12|cd>, spin-orbitals given as (shell, m, spin)."""
    if a[2] != c[2] or b[2] != d[2] or a[1] + b[1] != c[1] + d[1]:
        return 0.0
    la, lb, lc, ld = (L_OF[s[0]] for s in (a, b, c, d))
    total = 0.0
    for k in range(abs(la - lc), la + lc + 1, 2):
        ang = c_coef(k, la, a[1], lc, c[1]) * c_coef(k, ld, d[1], lb, b[1])
        if abs(ang) > 1e-13:
            total += ang * slater_integral(k, a[0], c[0], b[0], d[0])
    return total


def build_space(config):
    """All spin-orbitals of the subshells and all determinants."""
    orbs, choices = [], []
    for shell, q in config.items():
        start = len(orbs)
        l = L_OF[shell]
        orbs += [(shell, m, s) for m in range(-l, l + 1) for s in (0.5, -0.5)]
        choices.append(list(combinations(range(start, len(orbs)), q)))
    return orbs, [sum(parts, ()) for parts in product(*choices)]


def hamiltonian(orbs, dets):
    index = {det: i for i, det in enumerate(dets)}
    h = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        h[col, col] += sum(one_electron(orbs[p][0]) for p in det)
        for i, j in combinations(range(len(det)), 2):
            c, d = det[i], det[j]
            rest = tuple(p for p in det if p not in (c, d))
            free = [p for p in range(len(orbs)) if p not in rest]
            for a, b in combinations(free, 2):
                new = tuple(sorted(rest + (a, b)))
                if new not in index:
                    continue
                sign = (-1)**(i + j + new.index(a) + new.index(b))
                oa, ob, oc, od = orbs[a], orbs[b], orbs[c], orbs[d]
                h[index[new], col] += sign * (coulomb(oa, ob, oc, od)
                                              - coulomb(oa, ob, od, oc))
    return h


def one_body(orbs, dets, element):
    index = {det: i for i, det in enumerate(dets)}
    out = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        for i, c in enumerate(det):
            rest = det[:i] + det[i + 1:]
            for a in range(len(orbs)):
                value = element(orbs[a], orbs[c])
                if a in rest or value == 0:
                    continue
                new = tuple(sorted(rest + (a,)))
                if new in index:
                    out[index[new], col] += (-1)**(i + new.index(a)) * value
    return out


def l_plus(a, c):
    l, m = L_OF[c[0]], c[1]
    same = a[0] == c[0] and a[2] == c[2] and a[1] == m + 1
    return sqrt(l * (l + 1) - m * (m + 1)) if same else 0.0


def s_plus(a, c):
    return 1.0 if a[:2] == c[:2] and a[2] == c[2] + 1 else 0.0


def squared(orbs, dets, raising, component):
    up = one_body(orbs, dets, raising)
    z = np.diag([sum(orbs[p][component] for p in det) for det in dets])
    return up.T @ up + z @ z + z


def pair_matrix(orbs):
    return np.array([[coulomb(a, b, a, b) - coulomb(a, b, b, a)
                      for b in orbs] for a in orbs])


def enumerated_average(config):
    orbs, dets = build_space(config)
    pairs = pair_matrix(orbs)
    energies = [sum(one_electron(orbs[p][0]) for p in det)
                + pairs[np.ix_(det, det)].sum() / 2 for det in dets]
    return float(np.mean(energies))


def v_same(shell):
    l = L_OF[shell]
    fk = [slater_integral(k, *(shell,) * 4) for k in range(0, 2 * l + 1, 2)]
    corr = sum(w_coef(2 * n, l, l) * fk[n] for n in range(1, l + 1))
    return fk[0] - (2 * l + 1) / (4 * l + 1) * corr


def v_cross(s, t):
    ls, lt = L_OF[s], L_OF[t]
    exchange = sum(w_coef(k, ls, lt) * slater_integral(k, s, t, s, t)
                   for k in range(abs(ls - lt), ls + lt + 1, 2))
    return slater_integral(0, s, s, t, t) - exchange / 2


def slater_average(config):
    total = sum(q * one_electron(s) + q * (q - 1) / 2 * v_same(s)
                for s, q in config.items())
    return total + sum(config[s] * config[t] * v_cross(s, t)
                       for s, t in combinations(config, 2))


# Angular sum rules, and w_k as a squared 3j symbol
for l, lp in product(range(4), repeat=2):
    for k in range(abs(l - lp), l + lp + 1, 2):
        w = w_coef(k, l, lp)
        assert abs(w - float(wigner_3j(l, k, lp, 0, 0, 0))**2) < 1e-12
        for m in range(-l, l + 1):
            row = sum(c_coef(k, l, m, lp, mp)**2 for mp in range(-lp, lp + 1))
            assert abs(row - (2 * lp + 1) * w) < 1e-11
for l in range(4):
    for k in range(0, 2 * l + 1, 2):
        diagonal = sum(c_coef(k, l, m, l, m) for m in range(-l, l + 1))
        assert abs(diagonal - (2 * l + 1) * (k == 0)) < 1e-11

# One-electron energies from kinetic and potential integrals
step = 1e-4
for shell in SHAPE:
    l = L_OF[shell]
    slope = (radial(shell, r_nodes + step)
             - radial(shell, r_nodes - step)) / (2 * step)
    density = radial(shell, r_nodes)**2
    energy = np.sum(r_weights * (slope**2 / 2 + density
                    * (l * (l + 1) / (2 * r_nodes**2) - Z / r_nodes)))
    assert abs(energy - one_electron(shell)) < 1e-5   # finite-difference error

# Closed forms of the 2p radial integrals
F0 = slater_integral(0, *("2p",) * 4)
F2 = slater_integral(2, *("2p",) * 4)
assert abs(F0 - 93 * Z / 512) < 1e-10 and abs(F2 - 45 * Z / 512) < 1e-10

# p3: full diagonalization, terms identified by L^2 and S^2
p3 = {"2p": 3}
orbs, dets = build_space(p3)
H = hamiltonian(orbs, dets)
assert np.allclose(H, H.T, atol=1e-11)
off_diagonal = float(np.max(np.abs(H - np.diag(np.diag(H)))))
assert off_diagonal > 1e-3
values, vectors = np.linalg.eigh(H)
L2 = squared(orbs, dets, l_plus, 1)
S2 = squared(orbs, dets, s_plus, 2)
base = 3 * one_electron("2p") + 3 * F0
terms = []
for name, L, S, coefficient in (("4S", 0, 1.5, -15 / 25),
                                ("2D", 2, 0.5, -6 / 25), ("2P", 1, 0.5, 0.0)):
    chosen = np.abs(values - (base + coefficient * F2)) < 1e-8
    v = vectors[:, chosen]
    g = v.shape[1]
    assert g == round((2 * L + 1) * (2 * S + 1))
    assert np.allclose(v.T @ L2 @ v, L * (L + 1) * np.eye(g), atol=1e-8)
    assert np.allclose(v.T @ S2 @ v, S * (S + 1) * np.eye(g), atol=1e-8)
    level = float(values[chosen].mean())
    terms.append((name, g, level, (level - base) / F2))
assert sum(t[1] for t in terms) == len(dets)
E_p3 = slater_average(p3)
mean_p3 = float(values.mean())
assert abs(E_p3 - mean_p3) < 1e-9
assert abs(E_p3 - (base - 6 / 25 * F2)) < 1e-9

# Two open subshells: 2s 2p3
sp3 = {"2s": 1, "2p": 3}
orbs_sp, dets_sp = build_space(sp3)
values_sp = np.linalg.eigvalsh(hamiltonian(orbs_sp, dets_sp))
E_sp3 = slater_average(sp3)
assert abs(E_sp3 - values_sp.mean()) < 1e-9
F0_sp = slater_integral(0, "2s", "2s", "2p", "2p")
G1_sp = slater_integral(1, "2s", "2p", "2s", "2p")
assert abs(v_cross("2s", "2p") - (F0_sp - G1_sp / 6)) < 1e-11

# Every filling of 3d, and a p-d configuration
deviations = [abs(enumerated_average({"3d": q}) - slater_average({"3d": q}))
              for q in range(1, 11)]
pd = {"2p": 2, "3d": 3}
deviation_pd = abs(enumerated_average(pd) - slater_average(pd))
assert max(deviations) < 1e-9 and deviation_pd < 1e-9

# Direct and exchange shares of the F2 coefficient for distinct p pairs
ms = (-1, 0, 1)
tensor = np.zeros((3, 3, 3, 3), complex)
for (i, a), (j, b), (k, c), (n, d) in product(enumerate(ms), repeat=4):
    if a + b == c + d:
        tensor[i, j, k, n] = c_coef(2, 1, a, 1, c) * c_coef(2, 1, d, 1, b)
h = 1 / sqrt(2)
to_real = np.array([[h, 0, -h], [1j * h, 0, 1j * h], [0, 1, 0]])
tensor_real = np.einsum("ai,bj,ck,dn,ijkn->abcd", to_real.conj(),
                        to_real.conj(), to_real, to_real, tensor)


def shares(t):
    direct = np.einsum("abab->ab", t).real
    exchange = np.einsum("abba->ab", t).real
    own = np.trace(direct)
    return ((4 * direct.sum() - 2 * own) / 30,
            -(2 * exchange.sum() - 2 * own) / 30)


split_complex, split_real = shares(tensor), shares(tensor_real)
assert abs(sum(split_complex) + 2 / 25) < 1e-11
assert abs(sum(split_real) + 2 / 25) < 1e-11
assert abs(split_complex[0] - split_real[0]) > 1e-3

# Uniform fractional occupations do not give the average
V_pp = v_same("2p")
repulsion_frac = 0.5 * (3 / 6)**2 * pair_matrix(orbs).sum()
excess = float(repulsion_frac - 3 * V_pp)
assert abs(excess - 3 * (6 - 3) / (2 * 6) * V_pp) < 1e-9

print(f"Nuclear charge Z = {Z:.0f}")
print(f"2p one-electron energy I = {one_electron('2p'):.6f} hartree")
print(f"F0(2p,2p) = {F0:.6f} hartree")
print(f"F2(2p,2p) = {F2:.6f} hartree")
print(f"w_2(1,1) = {w_coef(2, 1, 1):.6f}")
print(f"F2 coefficient in p pair energy = {-3 / 5 * w_coef(2, 1, 1):.6f}")
print(f"F2 coefficient in d pair energy = {-5 / 9 * w_coef(2, 2, 2):.6f}")
print(f"F4 coefficient in d pair energy = {-5 / 9 * w_coef(4, 2, 2):.6f}")
print(f"Average pair energy V(2p,2p) = {V_pp:.6f} hartree")
print(f"p3 number of states = {len(dets)}")
print(f"p3 largest off-diagonal element = {off_diagonal:.6f} hartree")
for name, g, level, coefficient in terms:
    print(f"p3 term {name}: degeneracy {g}, energy {level:.6f} hartree, "
          f"F2 coefficient {coefficient + 0.0:.4f}")
print(f"p3 mean of eigenvalues = {mean_p3:.6f} hartree")
print(f"p3 E_av from formula = {E_p3:.6f} hartree")
print(f"p3 E_av from formula = {E_p3 * HARTREE_EV:.3f} eV")
print(f"p pair F2 share, complex orbitals: direct {split_complex[0]:.4f}, "
      f"exchange {split_complex[1]:.4f}")
print(f"p pair F2 share, real orbitals: direct {split_real[0]:.4f}, "
      f"exchange {split_real[1]:.4f}")
print(f"p3 repulsion, correct average = {3 * V_pp:.6f} hartree")
print(f"p3 repulsion, fractional filling = {repulsion_frac:.6f} hartree")
print(f"p3 excess of fractional filling = {excess:.6f} hartree")
print(f"F0(2s,2p) = {F0_sp:.6f} hartree")
print(f"G1(2s,2p) = {G1_sp:.6f} hartree")
print(f"Average pair energy V(2s,2p) = {v_cross('2s', '2p'):.6f} hartree")
print(f"2s 2p3 number of states = {len(dets_sp)}")
print(f"2s 2p3 lowest eigenvalue = {values_sp[0]:.6f} hartree")
print(f"2s 2p3 highest eigenvalue = {values_sp[-1]:.6f} hartree")
print(f"2s 2p3 mean of eigenvalues = {values_sp.mean():.6f} hartree")
print(f"2s 2p3 E_av from formula = {E_sp3:.6f} hartree")
print(f"3d^q, q=1..10, largest deviation = {max(deviations):.1e} hartree")
print(f"2p2 3d3 number of states = {len(build_space(pd)[1])}")
print(f"2p2 3d3 deviation = {deviation_pd:.1e} hartree")
print("all good")
```

Output:

```
Nuclear charge Z = 8
2p one-electron energy I = -8.000000 hartree
F0(2p,2p) = 1.453125 hartree
F2(2p,2p) = 0.703125 hartree
w_2(1,1) = 0.133333
F2 coefficient in p pair energy = -0.080000
F2 coefficient in d pair energy = -0.031746
F4 coefficient in d pair energy = -0.031746
Average pair energy V(2p,2p) = 1.396875 hartree
p3 number of states = 20
p3 largest off-diagonal element = 0.168750 hartree
p3 term 4S: degeneracy 4, energy -20.062500 hartree, F2 coefficient -0.6000
p3 term 2D: degeneracy 10, energy -19.809375 hartree, F2 coefficient -0.2400
p3 term 2P: degeneracy 6, energy -19.640625 hartree, F2 coefficient -0.0000
p3 mean of eigenvalues = -19.809375 hartree
p3 E_av from formula = -19.809375 hartree
p3 E_av from formula = -539.041 eV
p pair F2 share, complex orbitals: direct -0.0160, exchange -0.0640
p pair F2 share, real orbitals: direct -0.0320, exchange -0.0480
p3 repulsion, correct average = 4.190625 hartree
p3 repulsion, fractional filling = 5.238281 hartree
p3 excess of fractional filling = 1.047656 hartree
F0(2s,2p) = 1.296875 hartree
G1(2s,2p) = 0.703125 hartree
Average pair energy V(2s,2p) = 1.179687 hartree
2s 2p3 number of states = 40
2s 2p3 lowest eigenvalue = -24.875000 hartree
2s 2p3 highest eigenvalue = -23.750000 hartree
2s 2p3 mean of eigenvalues = -24.270313 hartree
2s 2p3 E_av from formula = -24.270313 hartree
3d^q, q=1..10, largest deviation = 1.1e-14 hartree
2p2 3d3 number of states = 1800
2p2 3d3 deviation = 0.0e+00 hartree
all good
```
